**Kerker preconditioning of a uniform Thomas-Fermi metal**

For a uniform electron gas with Thomas-Fermi wavevector k_TF, the Kerker factor G²/(G² + q0²) is the inverse dielectric function of a model gas with screening wavevector q0. It bounds the condition number of the self-consistency problem by max(k_TF²/q0², q0²/k_TF²) for any cell; G is a nonzero reciprocal vector and L the cell length. The program differentiates the nonlinear Thomas-Fermi map numerically and asserts that its Jacobian, the inverse Jacobian of the model gas and the condition numbers agree with the derived formulas and respect the bound. It also asserts that iteration counts of the nonlinear mixing match the predicted rates, and that the closed form of the Lindhard response agrees with quadrature. For r_s = 2 bohr and L from 20 to 160 bohr, the plain condition number rises from 12.3 to 730, while with q0 = 0.8 bohr⁻¹ it stays below 1.909. The iteration counts rise from 114 to 6719 without the factor and from 14 to 16 with it. With the Lindhard response the condition number remains independent of size in the limit of large cells, but its limit, 2.01, lies above the Thomas-Fermi bound.

## Verification by program

```python
"""Kerker preconditioning of the Thomas-Fermi self-consistency problem.

Result under test, in Hartree atomic units, for a uniform electron gas:
  eps(G) = 1 + k_TF^2/G^2        Jacobian of n - F[n], F = self-consistency map
  P(G)   = G^2/(G^2 + q0^2)      inverse of the same Jacobian for a gas with k_TF = q0
  cond(P eps) <= max(k_TF^2/q0^2, q0^2/k_TF^2)   for every cell length L
Symbols: n density, G nonzero reciprocal vector, k_F Fermi wavevector,
k_TF Thomas-Fermi wavevector, q0 Kerker parameter, r_s density parameter.
Density variations run along one axis of the periodic cell.
Jacobians come from finite differences of the nonlinear map.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import brentq

PI = np.pi


def local_density(local_kinetic):
    """Thomas-Fermi density for a given mu - v_eff."""
    return np.maximum(2 * local_kinetic, 0.0) ** 1.5 / (3 * PI**2)


def hartree_potential(density, length):
    coefficients = np.fft.rfft(density)
    g = 2 * PI * np.arange(len(coefficients)) / length
    coefficients[0] = 0.0
    coefficients[1:] *= 4 * PI / g[1:] ** 2
    return np.fft.irfft(coefficients, len(density))


def scf_map(density, external, length, k_fermi):
    """Output density at fixed electron number."""
    potential = external + hartree_potential(density, length)
    mu0 = k_fermi**2 / 2
    mean_density = k_fermi**3 / (3 * PI**2)

    def excess(mu):
        return local_density(mu - potential).mean() - mean_density

    mu = brentq(excess, potential.min() + 0.5 * mu0,
                potential.max() + 1.5 * mu0, xtol=1e-15, rtol=1e-15)
    return local_density(mu - potential)


def numerical_jacobian(length, points, k_fermi):
    """Central-difference Jacobian of n - F[n] at the uniform density."""
    mean_density = k_fermi**3 / (3 * PI**2)
    uniform = np.full(points, mean_density)
    no_field = np.zeros(points)
    step = 1e-5 * mean_density
    derivative = np.empty((points, points))
    for j in range(points):
        shift = np.zeros(points)
        shift[j] = step
        plus = scf_map(uniform + shift, no_field, length, k_fermi)
        minus = scf_map(uniform - shift, no_field, length, k_fermi)
        derivative[:, j] = (plus - minus) / (2 * step)
    return np.eye(points) - derivative


def column_error(found, expected):
    return np.max(np.linalg.norm(found - expected, axis=0)
                  / np.linalg.norm(expected, axis=0))


def run_mixing(length, points, k_fermi, factor, mixing, reduction):
    """Iterations until the residual norm has dropped by the given factor."""
    x = length * np.arange(points) / points
    m_max = (points - 1) // 2
    external = 1e-3 * (np.cos(2 * PI * x / length)
                       + np.cos(2 * PI * m_max * x / length))
    density = np.full(points, k_fermi**3 / (3 * PI**2))
    first_norm = None
    for iteration in range(20000):
        residual = scf_map(density, external, length, k_fermi) - density
        norm = np.linalg.norm(residual)
        if first_norm is None:
            first_norm = norm
        if norm < reduction * first_norm:
            return iteration
        update = np.fft.irfft(factor * np.fft.rfft(residual), points)
        density = density + mixing * update
    raise RuntimeError("mixing did not converge")


def lindhard_ratio(q, k_fermi):
    """Static Lindhard response divided by its q = 0 value."""
    x = q / (2 * k_fermi)
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


# Parameters of the gas
r_s = 2.0
q0_values = (0.8, 1.6)
lengths = (20.0, 40.0, 80.0, 160.0)
reduction = 1e-8
k_f = (9 * PI / 4) ** (1 / 3) / r_s
k_tf2 = 4 * k_f / PI
k_tf = np.sqrt(k_tf2)
mu_uniform = k_f**2 / 2
n_uniform = 3 / (4 * PI * r_s**3)
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10

# Screening wavevector from the derivative of the density
h = 1e-5
slope = (local_density(mu_uniform + h) - local_density(mu_uniform - h)) / (2 * h)
assert abs(local_density(mu_uniform) / n_uniform - 1) < 1e-12
assert abs(4 * PI * slope / k_tf2 - 1) < 1e-7

# Lindhard response by quadrature over the Fermi sphere
for q in (0.02, 0.7, 1.5, 2.6):
    breaks = [q / 2] if q / 2 < k_f else None
    integral = quad(lambda k: k * np.log(abs((k + q / 2) / (k - q / 2))),
                    0, k_f, points=breaks, limit=200)[0]
    response = integral / (PI**2 * q)
    ratio = response / (k_tf2 / (4 * PI))
    assert abs(ratio - lindhard_ratio(q, k_f)) < 1e-6
    if q == 0.02:
        assert abs(ratio - 1) < 1e-3

print(f"r_s = {r_s:.1f} bohr")
print(f"density = {n_uniform:.5f} bohr^-3")
print(f"k_F = {k_f:.4f} bohr^-1")
print(f"k_TF^2 = {k_tf2:.4f} bohr^-2")
print(f"k_TF = {k_tf:.4f} bohr^-1 = {k_tf / bohr_in_angstrom:.3f} angstrom^-1")
bounds = {}
for q0 in q0_values:
    bounds[q0] = max(k_tf2 / q0**2, q0**2 / k_tf2)
    rate_bound = abs(k_tf2 - q0**2) / (k_tf2 + q0**2)
    print(f"q0 = {q0:.1f} bohr^-1: k_TF^2/q0^2 = {k_tf2 / q0**2:.4f}, "
          f"bound = {bounds[q0]:.4f}, rate bound = {rate_bound:.4f}")

q_dense = np.linspace(0.0101, 12.0, 40000)
q0 = q0_values[0]
lindhard_eigen = ((q_dense**2 + k_tf2 * lindhard_ratio(q_dense, k_f))
                  / (q_dense**2 + q0**2))
lowest = np.argmin(lindhard_eigen)
lindhard_limit = (k_tf2 / q0**2) / lindhard_eigen[lowest]
assert lindhard_eigen.max() <= k_tf2 / q0**2
assert lindhard_limit > bounds[q0]

plain_conditions = []
for length in lengths:
    m_max = int(round(0.6 * length))
    points = 2 * m_max + 1
    g = 2 * PI * np.arange(1, m_max + 1) / length
    x = length * np.arange(points) / points
    waves = np.cos(np.outer(x, g))
    eps = 1 + k_tf2 / g**2

    # Dielectric function from the numerical Jacobian
    jacobian = numerical_jacobian(length, points, k_f)
    assert column_error(jacobian @ waves, waves * eps) < 1e-4
    basis = null_space(np.ones((1, points)))
    reduced = basis.T @ jacobian @ basis
    plain = np.linalg.cond(reduced)
    assert abs(plain / (eps[0] / eps[-1]) - 1) < 1e-3
    plain_conditions.append(plain)

    # Preconditioner = numerical inverse Jacobian of a gas with k_TF = q0
    preconditioned = {}
    for q0 in q0_values:
        model = numerical_jacobian(length, points, PI * q0**2 / 4)
        kerker = g**2 / (g**2 + q0**2)
        assert column_error(np.linalg.solve(model, waves), waves * kerker) < 1e-4
        model_reduced = basis.T @ model @ basis
        condition = np.linalg.cond(np.linalg.solve(model_reduced, reduced))
        eigen = kerker * eps
        assert abs(condition / (eigen.max() / eigen.min()) - 1) < 1e-3
        assert condition < bounds[q0]
        preconditioned[q0] = condition

    # Nonlinear iterations with the best fixed step for each scheme
    q0 = q0_values[0]
    kerker = g**2 / (g**2 + q0**2)
    results = []
    for factor in (np.ones(m_max), kerker):
        eigen = factor * eps
        mixing = 2 / (eigen.min() + eigen.max())
        cond = eigen.max() / eigen.min()
        rate = (cond - 1) / (cond + 1)
        predicted = np.log(reduction) / np.log(rate)
        full_factor = np.concatenate(([0.0], factor))
        count = run_mixing(length, points, k_f, full_factor, mixing, reduction)
        assert abs(count - predicted) <= 1 + 0.01 * predicted
        results.append((mixing, rate, predicted, count))

    lindhard = kerker * (1 + k_tf2 * lindhard_ratio(g, k_f) / g**2)
    lindhard_condition = lindhard.max() / lindhard.min()
    assert lindhard_condition <= lindhard_limit * (1 + 1e-6)

    print(f"L = {length:.0f} bohr: Gmin = {g[0]:.5f}, Gmax = {g[-1]:.4f} bohr^-1")
    print(f"  at Gmin: eps = {eps[0]:.3f}, P(q0=0.8) = {kerker[0]:.5f}, "
          f"P*eps = {kerker[0] * eps[0]:.4f}")
    print(f"  at Gmax: eps = {eps[-1]:.4f}, P(q0=0.8) = {kerker[-1]:.4f}, "
          f"P*eps = {kerker[-1] * eps[-1]:.4f}")
    print(f"  condition number: plain {plain:.2f}, "
          f"q0=0.8 {preconditioned[0.8]:.4f}, q0=1.6 {preconditioned[1.6]:.4f}")
    for name, (mixing, rate, predicted, count) in zip(("plain", "Kerker"), results):
        print(f"  {name}: step {mixing:.5f}, rate {rate:.5f}, "
              f"predicted {predicted:.1f}, counted {count} iterations")
    print(f"  Lindhard condition number, q0=0.8: {lindhard_condition:.4f}")

growth = plain_conditions[-1] / plain_conditions[-2]
assert abs(growth - 4) < 0.08
print(f"plain condition number, L=160 over L=80: {growth:.3f}")
print(f"residual reduction in all runs: {reduction:.0e}")
print(f"Lindhard, q0=0.8: lowest eigenvalue {lindhard_eigen[lowest]:.4f} "
      f"at q = {q_dense[lowest]:.2f} bohr^-1")
print(f"Lindhard, q0=0.8: size-independent limit {lindhard_limit:.4f}")
print("every check passed")
```

Running it gives:

```
r_s = 2.0 bohr
density = 0.02984 bohr^-3
k_F = 0.9596 bohr^-1
k_TF^2 = 1.2218 bohr^-2
k_TF = 1.1053 bohr^-1 = 2.089 angstrom^-1
q0 = 0.8 bohr^-1: k_TF^2/q0^2 = 1.9090, bound = 1.9090, rate bound = 0.3125
q0 = 1.6 bohr^-1: k_TF^2/q0^2 = 0.4773, bound = 2.0953, rate bound = 0.3539
L = 20 bohr: Gmin = 0.31416, Gmax = 3.7699 bohr^-1
  at Gmin: eps = 13.379, P(q0=0.8) = 0.13361, P*eps = 1.7876
  at Gmax: eps = 1.0860, P(q0=0.8) = 0.9569, P*eps = 1.0392
  condition number: plain 12.32, q0=0.8 1.7202, q0=1.6 1.8528
  plain: step 0.13826, rate 0.84985, predicted 113.2, counted 114 iterations
  Kerker: step 0.70753, rate 0.26476, predicted 13.9, counted 14 iterations
  Lindhard condition number, q0=0.8: 1.8707
L = 40 bohr: Gmin = 0.15708, Gmax = 3.7699 bohr^-1
  at Gmin: eps = 50.517, P(q0=0.8) = 0.03712, P*eps = 1.8753
  at Gmax: eps = 1.0860, P(q0=0.8) = 0.9569, P*eps = 1.0392
  condition number: plain 46.52, q0=0.8 1.8046, q0=1.6 1.9082
  plain: step 0.03876, rate 0.95791, predicted 428.4, counted 429 iterations
  Kerker: step 0.68624, rate 0.28688, predicted 14.8, counted 15 iterations
  Lindhard condition number, q0=0.8: 1.9746
L = 80 bohr: Gmin = 0.07854, Gmax = 3.7699 bohr^-1
  at Gmin: eps = 199.067, P(q0=0.8) = 0.00955, P*eps = 1.9003
  at Gmax: eps = 1.0860, P(q0=0.8) = 0.9569, P*eps = 1.0392
  condition number: plain 183.31, q0=0.8 1.8287, q0=1.6 1.9231
  plain: step 0.00999, rate 0.98915, predicted 1688.3, counted 1689 iterations
  Kerker: step 0.68038, rate 0.29296, predicted 15.0, counted 16 iterations
  Lindhard condition number, q0=0.8: 2.0042
L = 160 bohr: Gmin = 0.03927, Gmax = 3.7699 bohr^-1
  at Gmin: eps = 793.266, P(q0=0.8) = 0.00240, P*eps = 1.9068
  at Gmax: eps = 1.0860, P(q0=0.8) = 0.9569, P*eps = 1.0392
  condition number: plain 730.47, q0=0.8 1.8350, q0=1.6 1.9269
  plain: step 0.00252, rate 0.99727, predicted 6727.9, counted 6719 iterations
  Kerker: step 0.67888, rate 0.29452, predicted 15.1, counted 16 iterations
  Lindhard condition number, q0=0.8: 2.0119
plain condition number, L=160 over L=80: 3.985
residual reduction in all runs: 1e-08
Lindhard, q0=0.8: lowest eigenvalue 0.9476 at q = 2.51 bohr^-1
Lindhard, q0=0.8: size-independent limit 2.0145
every check passed
```
